# Why controlled cooling can getter more metal than an isothermal anneal: a numerical check

```python
"""Optimal cooling for gettering of a dissolved metal by one fixed sink population.

Model: dC/dt = -k(T) (C - Ceq(T)), k = 4 pi n a D0 exp(-Em/kB T),
Ceq = N0 exp(-Es/kB T).  C: dissolved concentration, n: sink density,
a: sink radius, Em: migration energy, Es: solution energy.
Result under test: the lowest final C for a given time is reached by cooling with
C/Ceq = s = 1 + Es/Em, which gives 1/k(t) = 1/k_start + t/s and
C(t) = C0 (1 + k_start t/s)^(-p), p = Es/Em.  Any other schedule has the same
form with t multiplied by an efficiency below one.
Units: eV, K, s, cm.
"""
import itertools
import math
import numpy as np
from scipy import constants
from scipy.integrate import simpson, solve_ivp
from scipy.optimize import brentq, minimize, minimize_scalar

kB = constants.k / constants.e
Em, Es = 0.8, 2.4
D0, N0, C0 = 1e-3, 1e24, 1e13
n_sink, a_sink = 1e9, 5e-6
t_end = 3600.0
atom_volume = 2e-23
p = Es / Em
s = 1 + p


def diffusivity(T):
    return D0 * np.exp(-Em / (kB * T))


def rate(T):
    return 4 * np.pi * n_sink * a_sink * diffusivity(T)


def solubility(T):
    return N0 * np.exp(-Es / (kB * T))


T_sat = Es / (kB * math.log(N0 / C0))
T_start = Es / (kB * math.log(N0 * s / C0))
k_start = float(rate(T_start))


def T_optimal(t):
    return 1 / (1 / T_start + kB / Em * np.log(1 + k_start * t / s))


def C_optimal(t):
    return C0 * (1 + k_start * t / s) ** (-p)


def simulate(schedule):
    """Integrate the rate equation for u = ln(C/C0)."""
    def rhs(t, u):
        T = schedule(t)
        return [-rate(T) * (1 - solubility(T) / C0 * math.exp(-u[0]))]
    sol = solve_ivp(rhs, (0, t_end), [0.0], method="LSODA", rtol=1e-10,
                    atol=1e-12, max_step=t_end / 400, dense_output=True)
    assert sol.success
    return sol


def efficiency(sol, schedule):
    """Time average of g(y)/g_max with y = Ceq/C, g = y^(1/p) (1-y)."""
    t = np.linspace(0, t_end, 20001)
    y = solubility(schedule(t)) / (C0 * np.exp(sol.sol(t)[0]))
    g_max = s ** (-1 / p) * p / s
    return simpson(y ** (1 / p) * (1 - y) / g_max, x=t) / t_end


# --- best temperature at fixed C, found by direct numerical maximization
for C in (1e13, 1e12, 1e11, 1e10):
    top = Es / (kB * math.log(N0 / C))
    found = minimize_scalar(lambda T: -rate(T) * (1 - solubility(T) / C),
                            bounds=(500, top), method="bounded",
                            options={"xatol": 1e-7})
    assert abs(C / solubility(found.x) / s - 1) < 1e-4

# --- optimal schedule inserted in the rate equation
sol_opt = simulate(T_optimal)
C_opt = C_optimal(t_end)
assert abs(C0 * math.exp(sol_opt.y[0, -1]) / C_opt - 1) < 1e-6
for t in (10.0, 900.0, 3500.0):
    slope = (T_optimal(t + 0.5) - T_optimal(t - 0.5))
    T = T_optimal(t)
    assert abs(-slope / (kB * T**2 * rate(T) / (Es + Em)) - 1) < 1e-4


# --- best isothermal anneal; x = k t, strength = k_start t
def best_isothermal(strength):
    def residual(x):
        c = (x / strength) ** p / s
        return c * (1 - math.exp(-x)) + math.exp(-x)
    xs = np.linspace(0.01, min(strength * s ** (1 / p), 200.0), 2000)
    i = int(np.argmin([residual(x) for x in xs]))
    lo, hi = xs[max(i - 1, 0)], xs[min(i + 1, len(xs) - 1)]
    found = minimize_scalar(residual, bounds=(lo, hi), method="bounded",
                            options={"xatol": 1e-10})
    return found.x, found.fun


x_iso, frac_iso = best_isothermal(k_start * t_end)
C_iso = C0 * frac_iso
T_iso = Em / (kB * math.log(4 * math.pi * n_sink * a_sink * D0 * t_end / x_iso))


def hold(t):
    return T_iso + 0.0 * t


sol_iso = simulate(hold)
assert abs(C0 * math.exp(sol_iso.y[0, -1]) / C_iso - 1) < 1e-6
for T_other in (T_iso - 3, T_iso + 3):
    other = simulate(lambda t: T_other + 0.0 * t)
    assert C0 * math.exp(other.y[0, -1]) > C_iso
assert C_iso > C_opt
y_iso_start = solubility(T_iso) / C0
y_iso_end = solubility(T_iso) / C_iso
assert y_iso_start < 1 / s < y_iso_end

# --- three linear ramps and the efficiency identity
T_final = float(T_optimal(t_end))
schedules = {
    "isothermal": hold,
    "good ramp": lambda t: T_start + (T_final - T_start) * t / t_end,
    "fast ramp": lambda t: np.maximum(300.0, T_start - (T_start - 300) * t / 360),
    "hot-end ramp": lambda t: T_start + (950 - T_start) * t / t_end,
}
outcome = {}
for name, schedule in schedules.items():
    sol = simulate(schedule)
    C_direct = C0 * math.exp(sol.y[0, -1])
    eta = efficiency(sol, schedule)
    C_identity = C0 * (1 + eta * k_start * t_end / s) ** (-p)
    assert abs(C_identity / C_direct - 1) < 1e-4
    assert eta < 1 and C_direct > C_opt
    outcome[name] = (C_direct, eta)
assert outcome["good ramp"][0] < C_iso
assert outcome["fast ramp"][0] > C_iso
assert outcome["hot-end ramp"][0] > C_iso


# --- free optimization of a stepwise program, started from the isothermal one
def step_program(temps, duration, e_m=Em, e_s=Es):
    """Final C/C0; both laws are anchored at T_start, so energies can be set to 0."""
    c, dt = 1.0, duration / len(temps)
    for T in temps:
        db = 1 / (kB * T) - 1 / (kB * T_start)
        k, ceq = k_start * math.exp(-e_m * db), math.exp(-e_s * db) / s
        c = ceq + (c - ceq) * math.exp(-k * dt)
    return c


n_step = 40
free = minimize(lambda z: math.log(step_program(100 * z, t_end)),
                np.full(n_step, T_iso / 100), method="L-BFGS-B",
                bounds=[(6.0, T_sat / 100)] * n_step,
                options={"maxiter": 2000, "maxfun": 10**6, "ftol": 1e-15,
                         "gtol": 1e-8, "eps": 1e-6})
C_free = C0 * math.exp(free.fun)
t_mid = (np.arange(n_step) + 0.5) * t_end / n_step
T_deviation = np.max(np.abs(100 * free.x - T_optimal(t_mid)))
assert C_opt * (1 - 1e-9) < C_free < 1.02 * C_opt
assert T_deviation < 8

# --- ablation by exhaustive search over four-step programs of 600 s
levels = [850 + 25 * i for i in range(9)]


def search(e_m, e_s):
    return min(itertools.product(levels, repeat=4),
               key=lambda temps: step_program(temps, 600.0, e_m, e_s))


best_full, best_no_em, best_no_es = search(Em, Es), search(0, Es), search(Em, 0)
assert all(u >= v for u, v in zip(best_full, best_full[1:]))
assert levels[-1] > best_full[0] > best_full[-1] > levels[0]
assert set(best_no_em) == {levels[0]} and set(best_no_es) == {levels[-1]}

# --- growth of the advantage with time, and its long-time law
hours = (0.1, 1, 10, 100)
gains = []
for h in hours:
    gains.append(C0 * best_isothermal(k_start * 3600 * h)[1] / C_optimal(3600 * h))
assert all(v > u for u, v in zip(gains, gains[1:]))
x_long, frac_long = best_isothermal(1e8)
gain_long = frac_long * (1 + 1e8 / s) ** p
assert abs(gain_long / (x_long**p * (1 + p / x_long) / s ** (p + 1)) - 1) < 1e-3
t_match = brentq(lambda t: C0 * best_isothermal(k_start * t)[1] / C_opt - 1,
                 t_end, 10 * t_end)

# --- full radial diffusion in the closed cell around one sink
R_cell = (3 / (4 * math.pi * n_sink)) ** (1 / 3)
n_shell = 150
edges = np.geomspace(a_sink, R_cell, n_shell + 1)
nodes = np.sqrt(edges[1:] * edges[:-1])
volume = 4 * np.pi / 3 * np.diff(edges**3)
link = 4 * np.pi / (1 / nodes[:-1] - 1 / nodes[1:])
surface = 4 * np.pi / (1 / a_sink - 1 / nodes[0])
K = np.diag(link, 1) + np.diag(link, -1)
K -= np.diag(K.sum(axis=1))
K[0, 0] -= surface
sym = K / np.sqrt(np.outer(volume, volume))
slowest = -np.linalg.eigvalsh(sym)[-1]
rate_ratio = slowest / (4 * np.pi * n_sink * a_sink)
rate_ratio_series = 1 + 9 * a_sink / (5 * R_cell)
assert abs(rate_ratio - rate_ratio_series) < 2e-3
M = K / volume[:, None]


def diffuse(schedule):
    def rhs(t, c):
        T = schedule(t)
        out = M @ c
        out[0] += surface / volume[0] * solubility(T) / C0
        return diffusivity(T) * out
    sol = solve_ivp(rhs, (0, t_end), np.ones(n_shell), method="BDF", rtol=1e-6,
                    atol=1e-9, jac=lambda t, c: diffusivity(schedule(t)) * M)
    assert sol.success
    return C0 * (volume @ sol.y[:, -1]) / volume.sum()


C_cell_opt, C_cell_iso = diffuse(T_optimal), diffuse(hold)
# the rate constant itself is accurate to about 9a/(5R), amplified by p in C
assert abs(C_cell_opt / C_opt - 1) < 0.06
assert abs(C_cell_iso / C_iso - 1) < 0.06
assert C_cell_opt < C_cell_iso

growth = C0 / n_sink * atom_volume / (4 * math.pi / 3 * a_sink**3)
assert growth < 0.01

print(f"Em = {Em} eV, Es = {Es} eV, p = {p:.3f}, s = {s:.3f}")
print(f"D0 = {D0:.1e} cm^2/s, N0 = {N0:.1e} cm^-3, C0 = {C0:.1e} cm^-3")
print(f"sink density = {n_sink:.1e} cm^-3, radius = {a_sink:.1e} cm")
print(f"anneal time = {t_end:.0f} s")
print(f"saturation temperature (Ceq = C0) = {T_sat:.1f} K")
print(f"optimal start temperature = {T_start:.1f} K")
print(f"k at start = {k_start:.4e} 1/s, k_start*t = {k_start*t_end:.3f}")
print("optimal schedule: t [s], T [K], k [1/s], Ceq, C [cm^-3], -dT/dt [K/min]")
for t in (0, 300, 900, 1800, 3600):
    T = float(T_optimal(t))
    cool = 60 * kB * T**2 * rate(T) / (Es + Em)
    print(f"  {t:5d} {T:7.1f} {rate(T):.3e} {solubility(T):.3e} "
          f"{C_optimal(t):.3e} {cool:.2f}")
print(f"final C, optimal cooling = {C_opt:.4e} cm^-3")
print(f"best isothermal temperature = {T_iso:.1f} K, k*t = {x_iso:.3f}")
print(f"final C, best isothermal = {C_iso:.4e} cm^-3")
print(f"ratio isothermal/optimal = {C_iso/C_opt:.3f}")
print(f"isothermal Ceq = {solubility(T_iso):.4e} cm^-3")
print(f"isothermal Ceq/C: start {y_iso_start:.5f}, end {y_iso_end:.4f}")
print(f"optimal Ceq/C at all times = {1/s:.4f}")
print(f"isothermal time to match optimum = {t_match:.0f} s")
print("schedule: final C [cm^-3], efficiency eta")
for name, (C, eta) in outcome.items():
    print(f"  {name}: {C:.4e}, {eta:.4f}")
print("good ramp: T_start to optimal end temperature in 3600 s")
print("fast ramp: T_start to 300 K in 360 s, then held")
print("hot-end ramp: T_start to 950 K in 3600 s")
print(f"free {n_step}-step optimization: final C = {C_free:.4e} cm^-3")
print(f"  largest deviation from optimal curve = {T_deviation:.2f} K")
print(f"best 4-step program, 600 s, full model: {best_full} K")
print(f"  same with Em = 0: {best_no_em} K")
print(f"  same with Es = 0: {best_no_es} K")
for h, gain in zip(hours, gains):
    print(f"ratio isothermal/optimal at {h} h = {gain:.3f}")
print(f"ratio at k_start*t = 1e8: {gain_long:.2f}, with x = {x_long:.2f}")
print(f"cell radius = {R_cell:.4e} cm, a/R = {a_sink/R_cell:.5f}")
print(f"slowest cell rate / k = {rate_ratio:.5f}")
print(f"  first-order series 1+9a/(5R) = {rate_ratio_series:.5f}")
print(f"cell diffusion, optimal: final C = {C_cell_opt:.4e} cm^-3")
print(f"cell diffusion, isothermal: final C = {C_cell_iso:.4e} cm^-3")
print(f"assumed volume per captured atom = {atom_volume:.1e} cm^3")
print(f"captured volume / sink volume = {growth:.2e}")
print("success")
```

It prints:

```
Em = 0.8 eV, Es = 2.4 eV, p = 3.000, s = 4.000
D0 = 1.0e-03 cm^2/s, N0 = 1.0e+24 cm^-3, C0 = 1.0e+13 cm^-3
sink density = 1.0e+09 cm^-3, radius = 5.0e-06 cm
anneal time = 3600 s
saturation temperature (Ceq = C0) = 1099.6 K
optimal start temperature = 1042.5 K
k at start = 8.5276e-03 1/s, k_start*t = 30.699
optimal schedule: t [s], T [K], k [1/s], Ceq, C [cm^-3], -dT/dt [K/min]
      0  1042.5 8.528e-03 2.500e+12 1.000e+13 14.98
    300   987.7 5.201e-03 5.672e+11 2.269e+12 8.20
    900   930.6 2.922e-03 1.005e+11 4.022e+11 4.09
   1800   885.7 1.763e-03 2.209e+10 8.834e+10 2.23
   3600   839.0 9.830e-04 3.830e+09 1.532e+10 1.12
final C, optimal cooling = 1.5319e+10 cm^-3
best isothermal temperature = 890.9 K, k*t = 6.742
final C, best isothermal = 3.8252e+10 cm^-3
ratio isothermal/optimal = 2.497
isothermal Ceq = 2.6482e+10 cm^-3
isothermal Ceq/C: start 0.00265, end 0.6923
optimal Ceq/C at all times = 0.2500
isothermal time to match optimum = 5543 s
schedule: final C [cm^-3], efficiency eta
  isothermal: 3.8252e+10, 0.7028
  good ramp: 2.8956e+10, 0.7839
  fast ramp: 6.9059e+12, 0.0171
  hot-end ramp: 2.3201e+11, 0.3265
good ramp: T_start to optimal end temperature in 3600 s
fast ramp: T_start to 300 K in 360 s, then held
hot-end ramp: T_start to 950 K in 3600 s
free 40-step optimization: final C = 1.5347e+10 cm^-3
  largest deviation from optimal curve = 0.52 K
best 4-step program, 600 s, full model: (1025, 1000, 975, 950) K
  same with Em = 0: (850, 850, 850, 850) K
  same with Es = 0: (1050, 1050, 1050, 1050) K
ratio isothermal/optimal at 0.1 h = 1.062
ratio isothermal/optimal at 1 h = 2.497
ratio isothermal/optimal at 10 h = 9.677
ratio isothermal/optimal at 100 h = 29.019
ratio at k_start*t = 1e8: 453.82, with x = 47.82
cell radius = 6.2035e-04 cm, a/R = 0.00806
slowest cell rate / k = 1.01468
  first-order series 1+9a/(5R) = 1.01451
cell diffusion, optimal: final C = 1.4746e+10 cm^-3
cell diffusion, isothermal: final C = 3.7142e+10 cm^-3
assumed volume per captured atom = 2.0e-23 cm^3
captured volume / sink volume = 3.82e-04
success
```
